# Thick-film resistivity fixes l(1 − p), not the surface specularity

## Definitions and the film model

A metal film fills $0<z<d$ and carries a steady current along $x$. Its bulk resistivity is $\rho_0=1/\sigma_0$ and its bulk mean free path is $l=v_F\tau$, with one relaxation time $\tau$ and a spherical Fermi surface. The film resistivity is $\rho=1/\sigma$. Each face has specularity $p$, with $0\le p<1$: an electron that hits it is reflected like light from a mirror with probability $p$, and otherwise leaves in a random direction. Let $u=|\cos\theta|$, where $\theta$ is the angle between the velocity and the film normal, and define

$$k=\frac{d}{l},\qquad L=l(1-p),\qquad q=e^{-k/u}.$$

A film is called thick when $d$ is several times $l$. The question is whether measurements of $\rho(d)$ on thick films determine $p$.

The conductivity follows from the drift that an electron has gathered from the field since its last randomizing event. Follow the electron backwards along its path. A stretch at path length $s$ in the past contributes if no bulk collision has occurred since, which has probability $e^{-s/l}$, and if all $N(s)$ wall hits since then were specular, which has probability $p^{N(s)}$. A specular hit preserves $v_x$; a diffuse one erases the drift. Relative to the bulk, the drift is therefore multiplied by

$$F=\frac1l\int_0^\infty e^{-s/l}\,p^{N(s)}\,ds .$$

The first wall lies at some distance $a$ back along the path, and further hits follow at intervals $D=d/u$. Since $e^{-D/l}=q$, integrating piece by piece gives

$$F=1-e^{-a/l}+\sum_{n=1}^{\infty}p^n e^{-a/l}q^{\,n-1}(1-q)
=1-e^{-a/l}\left[1-\frac{p(1-q)}{1-pq}\right].$$

The bracket equals $(1-pq-p+pq)/(1-pq)=(1-p)/(1-pq)$. For electrons spread uniformly across the film, $a$ is uniform between $0$ and $D$, so the mean of $e^{-a/l}$ is $(l/D)(1-q)=(u/k)(1-q)$. Hence

$$\bar F(u)=1-(1-p)\,\frac uk\,\frac{1-q}{1-pq}.$$

The current weights each direction by $v_x^2$, which after averaging over azimuth is proportional to $1-u^2$. Since $\int_0^1(1-u^2)\,du=2/3$, the normalized conductivity is

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\bar F\,du
=1-\frac{3(1-p)}{2k}\int_0^1(u-u^3)\frac{1-q}{1-pq}\,du. \tag{1}$$

This is the Fuchs–Sondheimer result.

## The counter-example

Take $\rho_0=1.7\ \mu\Omega\,$cm and three different metals-with-surfaces:

- A: $l=40$ nm, $p=0.5$
- B: $l=20$ nm, $p=0$
- C: $l=80$ nm, $p=0.75$

B has completely diffuse faces, while C reflects three electrons out of four specularly. All three have $L=20$ nm. Equation (1) gives these resistivities in $\mu\Omega\,$cm:

| $d$ (nm) | A | B | C |
|---|---|---|---|
| 200 | 1.7662 | 1.7662 | 1.7659 |
| 300 | 1.7436 | 1.7436 | 1.7436 |
| 400 | 1.7325 | 1.7325 | 1.7325 |
| 600 | 1.7215 | 1.7215 | 1.7215 |
| 1000 | 1.7128 | 1.7128 | 1.7128 |

The largest difference, at 200 nm, is about 0.02% of the resistivity. A measurement error of 0.5% hides it completely.

In a real analysis $\rho_0$ is fitted too. Let A supply noiseless data for the five films, hold $p$ at a wrong value, and fit $\rho_0$ and $l$. With $p=0$ the fit returns $l=19.99$ nm and a largest misfit of 0.0004%. With $p=0.25$ it returns $l=26.66$ nm and the same misfit. With $p=0.75$ it returns $l=80.4$ nm and a misfit of 0.0042%. The fitted products $l(1-p)$ are 19.99, 19.99 and 20.10 nm. The fit moves $l$ to compensate for the imposed $p$, and its quality gives no warning.

A linearized error analysis about A, with independent 0.5% errors and $\rho_0$, $l$ and $p$ all unknown, gives a formal standard error of 77 for $p$. Since $p$ lies between 0 and 1, this number means that the data leave $p$ undetermined; it is not a literal spread.

## The correct general statement

For every $0\le p<1$,

$$\frac{\sigma}{\sigma_0}=1-\frac38\frac Ld+R, \tag{2}$$

where the remainder is positive and obeys two bounds:

$$R<\frac15\left(\frac Ld\right)^2,\qquad
R\le\frac{3(1-p)^2e^{-k}}{k^3(1-pe^{-k})}. \tag{3}$$

The first bound contains $L$ alone. It shows that films with equal $L$ agree to first order in $L/d$, whatever their specularity. The second says more when $d\gg l$: at fixed $l$ and $p$, the part of $\sigma$ that separates them is exponentially small in $d/l$, smaller than any power of $1/d$.

### Proof

Split the fraction in (1):

$$\frac{1-q}{1-pq}=\frac{(1-pq)-(1-p)q}{1-pq}=1-\frac{(1-p)q}{1-pq}.$$

The 1 contributes $\int_0^1(u-u^3)\,du=\tfrac12-\tfrac14=\tfrac14$. Multiplied by $-3(1-p)/(2k)$, this is $-\tfrac38(1-p)/k=-\tfrac38L/d$. The second part enters with two minus signs, so

$$R=\frac{3(1-p)^2}{2k}\int_0^1(u-u^3)\frac{q}{1-pq}\,du>0. \tag{4}$$

For the first bound, divide numerator and denominator by $q$ and use $e^{y}\ge1+y$ with $y=k/u$:

$$\frac{q}{1-pq}=\frac1{e^{k/u}-p}\le\frac1{1-p+k/u}<\frac uk .$$

Inserting this into (4) gives

$$R<\frac{3(1-p)^2}{2k^2}\int_0^1(u^2-u^4)\,du
=\frac{3(1-p)^2}{2k^2}\cdot\frac2{15}=\frac15\left(\frac Ld\right)^2,$$

because $(1-p)/k=L/d$.

For the second bound, substitute $u=1/t$, so that $du=-dt/t^2$ and

$$R=\frac{3(1-p)^2}{2k}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\frac{e^{-kt}}{1-pe^{-kt}}\,dt.$$

The bracket is $(t-1)(t+1)/t^5$. For $t\ge1$ we have $t+1\le2t\le2t^5$, so the bracket is at most $2(t-1)$. The denominator is at least $1-pe^{-k}$. With $\int_1^\infty2(t-1)e^{-kt}dt=2e^{-k}/k^2$, the second bound follows.

For A at $d=200$ nm, where $k=5$, the remainder is $1.3\times10^{-5}$ and its second bound is $4.1\times10^{-5}$.

### What the remainder means

The factor $q$ in (4) is the probability of crossing from face to face without a bulk collision. In a thick film nearly every electron's drift is affected by at most one recent wall encounter. The wall removes a fraction $1-p$ of the drift, within a layer whose depth is proportional to $l$. Only the product of the two appears. Information that separates them comes from flights that cross the film from face to face without a bulk collision. This holds even for $p=0$, where each wall hit erases the drift: the crossing then limits how long an electron can gather drift between the two faces.

### Curvature does not help

Put $x=3L/(8d)$. The resistivity ratio is $1/(1-x+R)$, and

$$\frac1{1-x}-\frac1{1-x+R}=\frac{R}{(1-x)(1-x+R)} .$$

When $d\gg l$ the right side is exponentially small, and what remains is

$$\frac{\rho}{\rho_0}\simeq\frac1{1-x}=1+\frac38\frac Ld+\left(\frac38\frac Ld\right)^2+\dots$$

A plot of $\rho$ against $1/d$ is therefore curved, but every coefficient contains $L$ alone. At 200 nm, $x=0.375\times20/200=0.0375$. The first-order law gives $1.7\times1.0375=1.7638\ \mu\Omega\,$cm, while $1.7/0.9625=1.7662\ \mu\Omega\,$cm reproduces the value for A. Detecting this curvature would not reveal $p$.

### Nearly specular faces

The exponential bound holds for every $k$, but it is strong only if $d\gg l$ for each candidate considered. If $L$ and $d$ are fixed while $p\to1$, then $l=L/(1-p)$ grows without limit and $k=(1-p)d/L$ tends to zero. Expanding $e^{k/u}-p\simeq1-p+k/u$ in (4) gives

$$R\to\frac32\frac Ld\int_0^1\frac{u-u^3}{1+d/(Lu)}\,du .$$

For $d\gg L$ the denominator is nearly $d/(Lu)$, so $R\simeq\tfrac15(L/d)^2$. In this limit the candidates differ at second order in $1/d$, and the first bound in (3) is approached.

Even so, the difference is small in the example. With $L/d=0.1$ the first bound is $0.002$. Two candidates with the same $\rho_0$ and $L$ therefore differ in resistivity by less than $0.002/0.9625\approx0.21\%$ at 200 nm, and by less in the thicker films. This is below half the assumed error over the whole range $0\le p<1$.

## What does separate $l$ from $p$

**An independent value of $\rho_0l$.** The ambiguity belongs to resistivity data taken alone. For free electrons $\rho_0=m/(ne^2\tau)$ and $l=v_F\tau$, so $\tau$ cancels:

$$\rho_0l=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

By (2), a plot of $1/\rho$ against $1/d$ is straight apart from $R$. Its intercept gives $\rho_0$ and hence $l$, the ratio of slope to intercept gives $-\tfrac38L$, and $p=1-L/l$. A straight line through the curved plot of $\rho$ itself would give $L=20.9$ nm instead of 20 nm for the five films of A, and lower $p$ by about 0.02. Take four electrons per cubic cell of edge 0.361 nm, a rough value for copper. Then $n=8.50\times10^{28}\ \mathrm{m^{-3}}$ and $\rho_0l=6.57\times10^{-16}\ \Omega\,\mathrm{m^2}$. Dividing by $1.7\times10^{-8}\ \Omega\,$m gives $l=38.7$ nm, and $L=20$ nm gives $p=1-20/38.7=0.48$. The small departure from 0.5 reflects the rounded value $l=40$ nm chosen for A.

If the product is known without error, the formal standard error of $p$ from the same five films falls from 77 to 0.10. An error in the product carries over: if $l$ is 10% too large at fixed $L$, then $1-p$ is about 10% too small.

**Thin films.** At $d=10$ nm, A, B and C have resistivities 2.99, 3.26 and 2.87 $\mu\Omega\,$cm. Adding films of 10, 20 and 40 nm to the data and refitting $\rho_0$ and $l$ raises the largest misfit to 1.50% for $p=0$, 0.72% for $p=0.25$ and 0.48% for $p=0.75$. The first is clearly visible at 0.5% error, while the last is only comparable with it. The formal error of $p$ becomes 0.14, but the constraint is one-sided: with $\rho_0$ and $l$ refitted, $\chi^2$ is about 20 at $p=0$, 4.3 at $p=0.25$, 1.9 at $p=0.75$ and only 3.1 at $p=0.9$. These films rule out diffuse faces but bound $p$ only weakly from above. This assumes 0.5% accuracy for the 10 nm film as well. A thickness error enters twice, in the conversion from sheet resistance and in the predicted $\rho(d)$, so the thickness must be known to about 0.04 nm, much less than an atomic spacing.

**Cooling.** To first order the added resistivity is

$$\rho-\rho_0=\frac38(\rho_0l)\frac{1-p}{d}.$$

In this model with one relaxation time, cooling changes $\tau$ but leaves $\rho_0l$ fixed. If $p$ does not change either, the added resistivity stays the same to first order in $L/d$ while the film remains thick, and nothing new is learnt about $p$. Matters change when $l$ becomes comparable with $d$. Let $\rho_0$ fall tenfold and $l$ rise tenfold in a 200 nm film, with $p$ fixed. This requires a film with so few impurities and grain boundaries that they do not limit $l$ first. Candidates A and B, both at 1.7662 $\mu\Omega\,$cm when warm, now have 0.2387 and 0.2486 $\mu\Omega\,$cm, a difference of 4.1%. By equation (1) the ratio $\rho/\rho_0$ depends on $d$ and $l$ only through $d/l$, so the cooled 200 nm film repeats the comparison of warm 20 nm films. The comparison takes the cold $\rho_0$ as known. If it has to be fitted, one cooled film is not enough, because a cold $\rho_0$ lower by 6% (at fixed $\rho_0l$) gives B the same resistivity as A; films of several thicknesses are then needed.

## Two generalizations of the slope

Suppose the faces have different, angle-dependent specularities $p_1(u)$ and $p_2(u)$. In a thick film, neglect paths that cross from face to face. An electron whose last possible encounter was with face $i$ then has $F=1-(1-p_i)e^{-a/l}$, with average $1-(1-p_i)u/k$. Half of the electrons belong to each face, so the first-order loss of conductivity is

$$1-\frac{\sigma}{\sigma_0}\simeq\frac{3}{8k}\int_0^1 4(u-u^3)\left[1-\frac{p_1(u)+p_2(u)}2\right]du .$$

The weight $4(u-u^3)$ integrates to one. Thus, even when $l$ is known, the slope gives one weighted average over angles and faces. For $p_1=e^{-(1.5u)^2}$, $p_2=0.2$ and $k=12$, the explicit sum over paths gives $k(1-\sigma/\sigma_0)=0.2371$, in agreement with this formula. Interpreted with one constant specularity, that would be $p=1-0.2371/0.375=0.37$, which is not the specularity of the second face and is that of the first face at one angle only.

For a nonspherical Fermi surface with uniform $\tau$, let the film plane be a mirror plane of the crystal, so that specular reflection keeps $v_x$ and $|v_z|$. Replacing $lu$ by $|v_z|\tau$ in the average of $F$ gives

$$1-\frac{\sigma}{\sigma_0}\simeq\frac{(1-p)\tau}{d}\,\frac{\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle},$$

with averages over the Fermi surface weighted by the density of states. The factor $1-p$ survives, but the number $3/8$ belongs to the sphere.

## Copper films and the neglected effects

The values $\rho_0=1.7\ \mu\Omega\,$cm and $l=40$ nm are rough values for copper at room temperature; $p=0.5$ is a choice. Deposited copper films are usually polycrystalline, which breaks the assumption that the faces are the only size-dependent scatterers. In the Mayadas–Shatzkes model, boundaries across the current with reflection probability $R_g$ and spacing $D_g$ give $\sigma/\sigma_0=3\int_0^1w^3/(w+\alpha)\,dw$, where $w$ is the cosine to the current and $\alpha=(l/D_g)R_g/(1-R_g)$. For small $\alpha$ this is $1-\tfrac32\alpha$. If the grain size follows the film thickness, $D_g=d$, the loss is again proportional to $1/d$. With $R_g=0.25$ at 200 nm, grain boundaries alone add 9.8% to $\rho_0$, against 3.9% for the surfaces alone. A slope read as surface scattering would then be mostly something else.

A thickness error has the same disguise. If the conducting thickness is $d-\delta$ but $d$ is used to convert sheet resistance to resistivity, the result is multiplied by $d/(d-\delta)\simeq1+\delta/d$. Matching the extra $\delta/d$ to $\tfrac38L/d$ shifts the inferred $L$ by $8\delta/3$. For $\delta=2$ nm, $L$ rises from 20 to 25.3 nm; with $l=40$ nm known, $p$ would be reported as 0.37 instead of 0.5.

The shape of the Fermi surface can matter as much. In a half-filled one-band fcc model, with the normal and the current along cube axes and $l$ defined as mean speed times $\tau$, the number $3/8$ becomes 0.224, about 40% lower. The number depends on orientation and can also be larger than $3/8$: in the same model with a [110] normal it is 0.27 for current along [001] and 0.64 for current along $[1\bar10]$. This is a stand-in that shows the possible size of the effect, not copper's band structure. A (111) normal, common in deposited copper, is not a mirror plane of the crystal and lies outside the formula above.

The remaining effects considered here are smaller at 200 nm. Slow thickness waves of 2 nm rms, crossed by the current, add 0.01%. The parameters that control thermal smearing and quantization of the motion across the film are $k_BT/E_F=0.004$ and $1/(k_Fd)=4\times10^{-4}$; the latter grows to $7\times10^{-3}$ at 10 nm. That is more than the 0.5% accuracy assumed for the 10 nm film above, so an analysis that relies on such a film must also estimate the effect of quantization.

A thick-film slope can therefore be reported as a value of $l(1-p)$ if grain scattering and thickness errors have been excluded or separately measured, and if the factor $3/8$ suits the metal. Turning it into a specularity needs further information, such as an independent $\rho_0l$ or data with $l$ comparable to $d$. The numerical output below lists the main values used here.

## Computed results

```
path sum vs integral, max difference: 7.1e-15
k=2, p=0.5: R=1.71e-03, bound=1.36e-02
k=3, p=0.5: R=2.82e-04, bound=1.42e-03
k=5, p=0.5: R=1.29e-05, bound=4.06e-05
mixed faces: slope 0.23710, formula 0.23710
input: rho0=1.7 uOhm cm, l=40 nm, p=0.5
L = l(1-p) = 20.0 nm; assumed error 0.5 %
rho in uOhm cm for (l,p) = (40,0.5), (20,0), (80,0.75):
  d=   10 nm: 2.9929  3.2574  2.8689
  d=   20 nm: 2.3870  2.4859  2.3292
  d=   40 nm: 2.0504  2.0754  2.0285
  d=  200 nm: 1.7662  1.7662  1.7659
  d=  300 nm: 1.7436  1.7436  1.7436
  d=  400 nm: 1.7325  1.7325  1.7325
  d=  600 nm: 1.7215  1.7215  1.7215
  d= 1000 nm: 1.7128  1.7128  1.7128
first-order law at 200 nm: 1.7638 uOhm cm
refits at fixed p (rho0 and l free), thick films 200-1000 nm:
  p=0.0: rho0=1.7000 uOhm cm, l=19.99 nm, L=19.99 nm
    max misfit: thick 0.0004 %, with 10-40 nm films 1.50 %
  p=0.25: rho0=1.7000 uOhm cm, l=26.66 nm, L=19.99 nm
    max misfit: thick 0.0004 %, with 10-40 nm films 0.72 %
  p=0.75: rho0=1.6999 uOhm cm, l=80.42 nm, L=20.10 nm
    max misfit: thick 0.0042 %, with 10-40 nm films 0.48 %
formal error of p, thick films only: 76.9
formal error of p, thick, rho0*l known: 0.100
formal error of p, with 10-40 nm films: 0.140
lattice constant 0.361 nm, n = 8.502e+28 m^-3
free-electron rho0*l = 6.573e-16 Ohm m^2
  gives l = 38.7 nm and p = 0.483
200 nm film, warm: 1.7662 and 1.7662 uOhm cm
200 nm film, l x 10: 0.2387 and 0.2486 uOhm cm
  cold difference: 4.1 %
surface term at 200 nm: 3.89 % of rho0
grain term at 200 nm (R_g=0.25): 9.79 %
thickness error 2 nm: apparent L = 25.34 nm
roughness 2 nm rms at 200 nm: 0.010 %
Fermi energy 7.05 eV, kT/E_F = 0.0037
1/(k_F d) at 200 nm: 3.7e-04
1/(k_F d) at 10 nm: 7.4e-03
slope number: sphere 0.375, fcc low filling 0.375
slope number: fcc half filling 0.224
```
